# Longitudinal and transverse susceptibility of a nearly isotropic ferroelectric

## The problem

A uniform, single-domain ferroelectric has a polarization $\mathbf P=(P_1,P_2)$ confined to a plane. In a field $\mathbf E$ its free-energy density is $F-\mathbf E\cdot\mathbf P$, with

$$F=\frac a2P^2+\frac b4P^4+\frac g2P_1^2P_2^2,\qquad P^2=P_1^2+P_2^2 .$$

Here $a<0$, $b>0$ and $g>-2b$. The coefficient $g$ measures the cubic anisotropy: for $g=0$ the energy depends on the length of $\mathbf P$ alone. The field $\mathbf E$ is the one inside the material, temperature is fixed, and fluctuations are neglected (mean-field theory).

Find the static susceptibilities for small fields along the spontaneous polarization, $\chi_L$, and across it, $\chi_T$. How does each behave as $g\to0$ at fixed $a$ and $b$? Over what range of field does the answer for $\chi_T$ hold?

In SI units $dP/dE$ is in F/m; dividing by $\varepsilon_0$ gives the relative susceptibility. Formulas below give $dP/dE$, numbers give the relative value.

## A tempting solution

Since $g$ is small, set it to zero. Then $F=aP^2/2+bP^4/4$, and equilibrium requires

$$aP+bP^3=E .$$

Differentiation gives $(a+3bP^2)\,dP=dE$. At zero field $P^2=|a|/b$, so $a+3bP^2=-|a|+3|a|=2|a|$ and

$$\chi=\frac1{2|a|}.$$

The energy has no preferred direction, so this value should hold for every direction of the field. A small $g$ should then change it by a fraction of order $g/b$, leaving both susceptibilities finite and nearly equal.

## Where it fails

The calculation is correct for a field parallel to $\mathbf P$, because it treats a change of length. The fault is the next sentence. The energy is isotropic, but the state is not: it has chosen a direction $\mathbf n=\mathbf P/P$.

To see what this does, take the second derivatives of a function $F(P)$ of length alone. The first derivative is $\partial_iF=F'(P)\,n_i$. Since $\partial_jn_i=(\delta_{ij}-n_in_j)/P$,

$$\partial_i\partial_jF=F''\,n_in_j+\frac{F'}P\,(\delta_{ij}-n_in_j).$$

The curvature along $\mathbf n$ is $F''$, and across it $F'/P$. Their difference is

$$F''-\frac{F'}P=(a+3bP^2)-(a+bP^2)=2bP^2,$$

which vanishes only at $P=0$. The argument from isotropy is therefore valid in the unpolarized phase and invalid in the polarized one. Moreover, $F'=0$ at a zero-field minimum, so the transverse curvature is zero. Turning the polarization costs nothing when $g=0$, while stretching it still does. However small $g$ is, it supplies the whole transverse stiffness and cannot be treated as a small correction to it.

## The right solution

**The equilibrium states.** Put $P_1=P\cos\theta$ and $P_2=P\sin\theta$. Then $P_1^2P_2^2=\tfrac14P^4\sin^22\theta$, and

$$F=\frac a2P^2+\frac b4P^4+\frac g8P^4\sin^22\theta .$$

The quartic part must be positive at every angle. Its smallest coefficient is $b/4$ for $g>0$ and $b/4+g/8$ for $g<0$, which explains the condition $g>-2b$.

At fixed length, $g>0$ favours $\sin2\theta=0$, a polarization along an axis. For $g<0$ the energy is lowest at $\sin^22\theta=1$, along a diagonal. In either case

$$F=\frac a2P^2+\frac B4P^4,\qquad B=\begin{cases}b,&g>0\\ b+g/2,&g<0\end{cases}$$

and $aP+BP^3=0$ gives the spontaneous value $P_s^2=|a|/B$. The other root, $P=0$, is a maximum because $a<0$.

**From energy to response.** In a field, equilibrium means $\partial F/\partial P_i=E_i$. A small change of field therefore obeys

$$\sum_jH_{ij}\,dP_j=dE_i,\qquad H_{ij}=\frac{\partial^2F}{\partial P_i\partial P_j},$$

so the susceptibility matrix is $H^{-1}$. The first derivative is $\partial F/\partial P_1=aP_1+bP^2P_1+gP_1P_2^2$, with a similar expression for component 2. Differentiating again,

$$H_{11}=a+b(3P_1^2+P_2^2)+gP_2^2,$$
$$H_{22}=a+b(P_1^2+3P_2^2)+gP_1^2,$$
$$H_{12}=2(b+g)P_1P_2 .$$

**Axis state, $g>0$.** With $\mathbf P=(P_s,0)$ and $bP_s^2=|a|$, the mixed term vanishes and

$$H_{11}=-|a|+3|a|=2|a|,\qquad H_{22}=-|a|+|a|+gP_s^2=\frac{g|a|}b .$$

Hence

$$\boxed{\chi_L=\frac1{2|a|},\qquad \chi_T=\frac b{g|a|}\qquad(g>0)}$$

and $\chi_T/\chi_L=2b/g$.

**Diagonal state, $g<0$.** Now $P_1^2=P_2^2=P_1P_2=P_s^2/2$, so

$$H_{11}=H_{22}=a+2bP_s^2+\tfrac12gP_s^2,\qquad H_{12}=(b+g)P_s^2 .$$

A matrix with equal diagonal elements has its principal directions along $(1,1)$ and $(1,-1)$, which here lie along and across $\mathbf P$. The curvatures are $H_{11}\pm H_{12}$. With $a=-(b+g/2)P_s^2$,

$$H_{11}+H_{12}=a+3\left(b+\tfrac g2\right)P_s^2=2|a|,$$
$$H_{11}-H_{12}=a+bP_s^2-\tfrac12gP_s^2=-gP_s^2=|g|P_s^2 .$$

Since $P_s^2=|a|/(b-|g|/2)$,

$$\boxed{\chi_L=\frac1{2|a|},\qquad \chi_T=\frac{b-|g|/2}{|g|\,|a|}\qquad(g<0)}$$

Thus $\chi_T$ diverges as $1/|g|$ from both sides, while $\chi_L$ does not depend on $g$. Equilibria solved numerically in small fields agree: for $g/b=0.01$ and $-0.01$ they give $|a|\chi_T=100.0$ and $99.5$, with $|a|\chi_L=0.5000$ in both cases.

The point $g=-b$ gives a separate check. There $F=\sum_i(aP_i^2/2+bP_i^4/4)$, two independent one-component ferroelectrics with equal stiffness. The response must be the same in all directions, and the formula indeed gives $\chi_T=1/(2|a|)$.

## A bias along the polarization

The $1/g$ law was derived at zero field; a bias changes it. Suppose $g\ge0$ and a bias $E$ is kept along an axis state. Its length obeys $aP+bP^3=E$, or $a+bP^2=E/P$. Inserting this in $H_{22}$ gives

$$\chi_T=\frac1{E/P+gP^2}.$$

At $g=0$ this is $P/E$, finite until the bias is removed. With both $g$ and $E$ going to zero, $\chi_T$ diverges in either order: as $1/g$ if the bias is removed first, as $1/E$ if $g$ is. A bias opposite to $\mathbf P$ softens the rotation instead, and $\chi_T$ then diverges at $E=-gP^3$ with $g$ finite. The bias provides the restoring torque that the crystal lacks. The two terms are equal when $E=gP^3$, so the anisotropy controls the response only for bias fields well below $gP_s^3$. The longitudinal curvature is $a+3bP^2=2bP^2+E/P$, which tends to $2|a|$ whichever limit is taken first.

## How large may the transverse field be?

Take $g>0$ and a field $E_T$ along axis 2, with the polarization initially along axis 1. Let

$$p_i=\frac{P_i}{P_s},\qquad \gamma=\frac gb,\qquad e=\frac{E_T}{|a|P_s}.$$

The equilibrium conditions become

$$p_1\left[-1+p_1^2+(1+\gamma)p_2^2\right]=0,$$
$$e=p_2\left[-1+p_2^2+(1+\gamma)p_1^2\right].$$

While $p_1\ne0$, the first gives $p_1^2=1-(1+\gamma)p_2^2$. Substituted in the second, the bracket becomes

$$-1+p_2^2+(1+\gamma)-(1+\gamma)^2p_2^2=\gamma-\gamma(2+\gamma)p_2^2,$$

because $(1+\gamma)^2-1=\gamma(2+\gamma)$. Therefore

$$e=\gamma p_2\left[1-(2+\gamma)p_2^2\right].$$

The linear law is $p_2=e/\gamma$. The bracket is below one, so the restoring force grows more slowly than $p_2$ and the true response is larger than the linear one.

This branch is locally stable as long as $de/dp_2>0$. It is only metastable, because for any $E_T>0$ the state along axis 2 has the lower energy; a uniform polarization stays on the branch until the barrier between them vanishes. To see the condition, note that in reduced units the curvature in $p_1$ is $h_{11}=2p_1^2>0$, and eliminating $p_1$ leaves $de/dp_2=h_{22}-h_{12}^2/h_{11}=\det h/h_{11}$. Stability is lost when

$$\frac{de}{dp_2}=\gamma\left[1-3(2+\gamma)p_2^2\right]=0,\qquad p_2^2=\frac1{3(2+\gamma)} .$$

The bracket in $e$ then equals $2/3$, so

$$e_c=\frac{2\gamma}{3\sqrt{3(2+\gamma)}} ,$$

and $p_2$ is $3/2$ of its linear value. At this point $p_1^2=(5+2\gamma)/[3(2+\gamma)]$, hence $\tan^2\theta=1/(5+2\gamma)$. For small $\gamma$ the polarization has turned by about $24^\circ$. Beyond $e_c$ it swings to the field direction. Relaxation started from the axis state for $\gamma=0.1$ and $1$ shows this: at $0.99\,e_c$ it ends with $p_1>0.5$, and at $1.01\,e_c$ with $|p_1|<10^{-3}$.

For small $\gamma$, $e_c\approx0.27\gamma$. As the transverse susceptibility grows, the range of field in which it applies shrinks in the same proportion.

## Numbers for a soft perovskite

The following values are illustrative. The polarization is roughly that of tetragonal lead zirconate titanate near its morphotropic boundary, where the energies of different polarization directions lie close together. The longitudinal susceptibility is a round number; in such material it can be several times larger. We take $P_s=50\ \mu\mathrm{C/cm^2}=0.50\ \mathrm{C/m^2}$, relative $\chi_L=100$, and $T=300$ K. They fix

$$|a|=\frac1{2\varepsilon_0(100)}=5.65\times10^8\ \mathrm{J\,m/C^2},$$
$$b=\frac{|a|}{P_s^2}=2.26\times10^9\ \mathrm{J\,m^5/C^4}.$$

The field unit is $|a|P_s=2.82$ MV/cm. Only $g$ is varied below; $P_s$ and $\chi_L$ are held fixed.

For $g/b=0.1$, the relative transverse susceptibility is $100\times2/0.1=2000$. A transverse field of $0.005$ MV/cm, or $5\times10^5$ V/m, changes the polarization in the linear law by

$$\chi_TE=(8.854\times10^{-12})(2000)(5\times10^5)\ \mathrm{C/m^2}=0.885\ \mu\mathrm{C/cm^2}.$$

The same field along $\mathbf P$ gives only $0.044\ \mu\mathrm{C/cm^2}$. The instability field is $2.82\times0.2/(3\sqrt{6.3})=0.075$ MV/cm.

| $g/b$ | relative $\chi_T$ | $P_2$ linear, µC/cm² | $P_2$ exact, µC/cm² | instability, MV/cm |
|---|---|---|---|---|
| 1 | 200 | 0.089 | 0.089 | 0.63 |
| 0.1 | 2000 | 0.885 | 0.886 | 0.075 |
| 0.01 | 20000 | 8.85 | 9.56 | 0.0077 |

In the last row the response exceeds the linear value by 8 percent of that value. The cubic term accounts for it: $p_2=9.56/50=0.191$, and $1/[1-2.01(0.191)^2]=1.08$. The test field is already about two thirds of the instability field. A bias of $gP_s^3=0.01\times2.82=0.028$ MV/cm along $\mathbf P$ would roughly halve this $\chi_T$.

## What removes or moves the divergence

**Higher-order anisotropy.** Add $\tfrac w2P_1^2P_2^2P^2$ to $F$. Near the axis state this is $\tfrac w2P_s^4P_2^2$ to second order in $P_2$, so the transverse curvature becomes $gP_s^2+wP_s^4$. It now vanishes at $g=-wP_s^2$ rather than at $g=0$. For $w>0$ the diagonal state becomes lower in energy slightly before that point, so the axis state is then only metastable and the response of the lowest state stays finite. For small $w$ this bound is weak: the switch comes at $g+wP_s^2\approx(wP_s^2)^2/(8b)$, where for $wP_s^2/b=0.01$ the relative $\chi_T$ is about $1.6\times10^7$. With an assumed $wP_s^2/b=0.01$, the relative $\chi_T$ at $g=0$ is 20000, not infinite.

**Frozen strain.** The coefficients $a,b,g$ above describe a stress-free crystal, whose strain follows the polarization. Its shear strain is $Q_{44}P_1P_2$, and its normal strains are quadratic in $P_1$ and $P_2$ separately. Now freeze all strains at their values for $(P_s,0)$. A small $P_2$ creates a shear mismatch $Q_{44}P_sP_2$, costing $\tfrac12C_{44}Q_{44}^2P_s^2P_2^2$. The normal mismatch is of order $P_2^2$, and its energy of order $P_2^4$, so it does not enter. Hence

$$\chi_T^{\rm frozen}=\frac1{(g+C_{44}Q_{44}^2)P_s^2}.$$

With rough values $C_{44}=50$ GPa and $Q_{44}=0.07\ \mathrm{m^4/C^2}$, the added term is $2.45\times10^8\ \mathrm{J\,m^5/C^4}$, or $0.108\,b$. It exceeds $g$ itself in the last two rows of the table. There $\chi_T$ falls from 2000 to about 960 and from 20000 to about 1700, and it stays finite at $g=0$.

The longitudinal response changes too. A change $\delta P_1$ produces normal strains $2P_s\,\delta P_1\,(Q_{11},Q_{12},Q_{12})$, which add to the curvature

$$4P_s^2\left[C_{11}(Q_{11}^2+2Q_{12}^2)+2C_{12}(2Q_{11}Q_{12}+Q_{12}^2)\right].$$

For $C_{11}=150$ GPa, $C_{12}=80$ GPa, $Q_{11}=0.09$ and $Q_{12}=-0.03\ \mathrm{m^4/C^2}$, relative $\chi_L$ drops from 100 to about 60.

**A series layer.** Let the polarization lie in the plane of a film of thickness $t$, with the measuring field across it. A poorly polarizable layer of thickness $d$ lies at an electrode. The displacement $D$ is the same in both, so the voltage is $(D/\varepsilon_0)(t/\varepsilon_f+d/\varepsilon_l)$, and the apparent permittivity is

$$\varepsilon_{\rm app}=\frac{t+d}{t/\varepsilon_f+d/\varepsilon_l},\qquad \varepsilon_f=1+\frac{\chi_T}{\varepsilon_0} .$$

For $t=200$ nm, $d=1$ nm and $\varepsilon_l=30$, a film value of 2001 appears as about 1500, and 20001 as about 4600. Even an infinite $\varepsilon_f$ would appear as $201\times30=6030$.

**Thermal fluctuations.** These limit the claim that $\chi_L$ stays finite. When rotation is soft, transverse fluctuations $P_T$ at nearly fixed length shorten the mean polarization by $\langle P_T^2\rangle/(2P_s)$. A field along $\mathbf P$ suppresses them and so lengthens it. With gradient energy $\tfrac\kappa2|\nabla\mathbf P|^2$, equipartition gives for one transverse component

$$\langle P_T^2\rangle=k_BT\int\frac{d^3k}{(2\pi)^3}\frac1{r+\kappa k^2},\qquad r=gP_s^2+\frac E{P_s}.$$

The change of $gP^2$ with field is smaller than that of $E/P$ by a factor $g/b$ and is dropped. The integral for $\langle P_T^2\rangle$ is cut off at large $k$ by the lattice, but its derivative with respect to $r$ converges without a cutoff. Using $dr/dE=1/P_s$,

$$\Delta\chi_L=\frac{k_BT}{2P_s^2}\,\frac1{2\pi^2}\int_0^\infty\frac{k^2\,dk}{(r+\kappa k^2)^2}.$$

The substitution $k=\sqrt{r/\kappa}\,x$ turns the integral into $\kappa^{-3/2}r^{-1/2}\int_0^\infty x^2(1+x^2)^{-2}dx$, and the last factor is $\pi/4$. At zero field,

$$\Delta\chi_L=\frac{k_BT}{16\pi P_s^2\kappa^{3/2}\sqrt{gP_s^2}} .$$

With the short-range energy used here, this leading correction grows as $g^{-1/2}$, so in this model the finite $\chi_L$ is a result of mean-field theory. For a rough $\kappa=10^{-10}\ \mathrm{J\,m^3/C^2}$ this transverse contribution is about 5 and 16 percent of $\chi_L$ at $g/b=0.1$ and $0.01$. A further part, proportional to the lattice cutoff, shifts only the coefficient $a$ and is taken as already contained in its value. Smaller cutoff corrections remain: for a cutoff set by a 0.4 nm cell they lower the transverse contribution at $g/b=0.1$ by about a tenth. Fluctuations of the length, not included here, contribute a part that stays finite as $g\to0$. At $g/b=0.1$ it is of comparable size and, with $a$ so defined, of opposite sign. Its size, roughly 3 to 5 percent of $\chi_L$, depends on the cutoff, because its correlation length $\sqrt{\kappa/2|a|}=0.3$ nm is below a lattice spacing. At $g/b=1$ rotation is not soft and the dropped terms are as large as those kept, so the 1.6 percent in the numerical output is not a valid estimate. The estimate cannot be trusted once it is comparable with $\chi_L$. It also omits the long-range forces of a real ferroelectric. A fluctuation whose wave vector has direction cosines $c_1$ and $c_2$ to the two axes creates bound charge proportional to $c_1P_1+c_2P_2$. The component $P_1$ can cancel part of this charge, at the cost of its own stiffness $2|a|=1/\chi_L$. Minimizing the energy over $P_1$ leaves, at long wavelength, an added stiffness $c_2^2/(\varepsilon_0+c_1^2\chi_L)$ for $P_2$. In the softer cases this is well above $r$ for most directions. The factor $r^{-1/2}$ is then replaced, roughly, by the average of $[r+c_2^2/(\varepsilon_0+c_1^2\chi_L)]^{-1/2}$ over directions, which grows only logarithmically as $g\to0$. Strain, which cannot follow the polarization freely at finite wave vector, stiffens most modes further. With the elastic and electrostrictive values above, only isolated directions stay soft, and the average then remains finite as $g\to0$. The percentages above therefore describe the short-range model and overestimate the transverse contribution in a planar ferroelectric with these forces.

## Reading the result for real material

Lead zirconate titanate has a third polarization component. With the same anisotropy between every pair of components, the axis state keeps its curvatures but gains a second soft direction, which doubles the short-range estimate of the fluctuation correction. For $g<0$ the planar diagonal state would have curvature $a+bP_s^2+gP_s^2=gP_s^2/2<0$ towards the third axis and would be unstable, so the example is restricted to $g>0$. Relative permittivities of order a thousand are typical, roughly, of such ceramics near the boundary. The row $g/b=0.1$ is of that size, while 20000 is far above it and illustrates the limit. Real samples also contain domains, whose walls add a response not estimated here. Of the effects sized above, and for the values assumed there, frozen strain moves $\chi_T$ most in the two softer cases: by a factor of about 2 at $g/b=0.1$ and 12 at $g/b=0.01$. The instability field at $g/b=1$ is 0.63 of 1 MV/cm, a rough breakdown field for a thin film; in the softer cases it lies far below that value. These instability fields are for the stress-free crystal and do not apply at frozen strain. They also belong to a uniform polarization in the quartic planar model. A real sample can leave the metastable state at lower field by nucleating domains. In lead zirconate titanate near the boundary, sixth-order anisotropy can be comparable with $g$, larger than the value assumed above, and can make the polarization tilt towards the third axis before the in-plane swing. Bulk ceramics break down at lower fields, so the comparison has to be made separately for them. The numerical output lists the values for all three anisotropies.

## Calculated quantities

```
Reduced model: g/b, angle (deg), chi_L|a|, chi_T|a| (numerical)
    1.000    0.0   0.5000      1.000
    0.100    0.0   0.5000     10.000
    0.010    0.0   0.5000    100.000
    0.001    0.0   0.5000   1000.000
   -0.001   45.0   0.5000    999.500
   -0.010   45.0   0.5000     99.500
   -0.100   45.0   0.5000      9.500
   -1.000   45.0   0.5000      0.500
Example inputs (rough values)
  Ps = 50 uC/cm2, relative chi_L = 100, T = 300 K
  |a| = 5.647e+08 J m/C2, b = 2.259e+09 J m5/C4
  field unit |a|Ps = 2.824 MV/cm
  test field = 0.005 MV/cm, breakdown = 1.0 MV/cm
  C11, C12, C44 = 150, 80, 50 GPa
  Q11, Q12, Q44 = 0.09, -0.03, 0.07 m4/C2
  film 200 nm, series layer 1 nm, layer permittivity 30
  gradient coefficient kappa = 1.0e-10 J m3/C2
Longitudinal change of P in test field = 0.0443 uC/cm2
g/b = 1.00: g = 2.259e+09 J m5/C4, relative chi_T = 200
  transverse P: linear 0.089, exact 0.089 uC/cm2
  rotation of P in test field = 0.10 deg
  instability field = 0.6274 MV/cm, over breakdown = 0.6274
  relative chi_T at frozen strain = 180
  permittivity: film 201, with series layer 195
  fluctuation addition to chi_L = 1.6 percent
g/b = 0.10: g = 2.259e+08 J m5/C4, relative chi_T = 2000
  transverse P: linear 0.885, exact 0.886 uC/cm2
  rotation of P in test field = 1.02 deg
  instability field = 0.0750 MV/cm, over breakdown = 0.0750
  relative chi_T at frozen strain = 959
  permittivity: film 2001, with series layer 1508
  fluctuation addition to chi_L = 5.0 percent
g/b = 0.01: g = 2.259e+07 J m5/C4, relative chi_T = 20000
  transverse P: linear 8.854, exact 9.556 uC/cm2
  rotation of P in test field = 11.02 deg
  instability field = 0.0077 MV/cm, over breakdown = 0.0077
  relative chi_T at frozen strain = 1688
  permittivity: film 20001, with series layer 4639
  fluctuation addition to chi_L = 15.7 percent
Frozen shear adds to g/b: 0.1085
Relative chi_L at frozen strain = 59.6
Sixth-order anisotropy w Ps^2/b = 0.01 (assumed): chi_T at g=0 is 20000
```
